# GIAO coupled-perturbed Hartree–Fock in a magnetic field: why only exchange couples: test program

```python
"""Magnetic coupled-perturbed Hartree-Fock equations in London orbitals (GIAOs).

Result under test (closed shell, real zero-field orbitals, field B along z):
the density matrix is D(B) = D0 + i*B*d + ..., with d real and antisymmetric.
Its Coulomb response is zero, and the amplitudes u[a,i] obey
  sum_bj { (e_a-e_i) delta + c*[(aj|bi)-(ab|ij)] } u[b,j] = -q[a,i],
where c is the fraction of exchange (1 for Hartree-Fock), a,b are virtual
and i,j occupied orbitals, e are orbital energies, and q holds the field
derivatives of the integrals together with the fixed occupied block of d.

The reference is a finite-field self-consistent calculation with complex
orbitals exp(-i A_mu.r) chi_mu(r), A_mu = B x (R_mu - O)/2. All basis functions
are sums of spherical Gaussians; a p-like function is a difference of two
displaced Gaussians sharing one phase centre R_mu. Hartree atomic units.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import erf

# ---------------------------------------------------------------- model
charges = np.array([1.1, 0.9, 1.2, 0.8])
sites = np.array([[0.0, 0.0, 0.0], [1.5, 0.0, 0.0],
                  [1.8, 2.4, 0.0], [0.2, 2.5, 0.0]])
s_exponents = [1.2, 0.3]
p_exponent = 0.6
lobe_shift = 0.25
n_occ = 2

exponent_list, centre_list, anchor_list, columns = [], [], [], []
for site in sites:
    for s_exp in s_exponents:
        columns.append([(len(exponent_list), 1.0)])
        exponent_list.append(s_exp)
        centre_list.append(site)
        anchor_list.append(site)
    for axis in (0, 1):
        shift = lobe_shift * np.eye(3)[axis]
        first = len(exponent_list)
        columns.append([(first, 1.0), (first + 1, -1.0)])
        for sign in (1.0, -1.0):
            exponent_list.append(p_exponent)
            centre_list.append(site + sign * shift)
            anchor_list.append(site)
alpha = np.array(exponent_list)
centre = np.array(centre_list)
anchor = np.array(anchor_list)
n_prim, n_fun = len(alpha), len(columns)
contraction = np.zeros((n_prim, n_fun))
for col, entries in enumerate(columns):
    for row, weight in entries:
        contraction[row, col] = weight

# quantities of each pair of primitive Gaussians
p_sum = alpha[:, None] + alpha[None, :]
p_centre = (alpha[:, None, None] * centre[:, None]
            + alpha[None, :, None] * centre[None]) / p_sum[..., None]
distance2 = ((centre[:, None] - centre[None])**2).sum(-1)
pair_factor = np.exp(-alpha[:, None] * alpha[None, :] / p_sum * distance2)
overlap_prim = pair_factor * (np.pi / p_sum)**1.5
norms = np.diag(contraction.T @ overlap_prim @ contraction)
contraction = contraction / np.sqrt(norms)


def contract2(matrix):
    return contraction.T @ matrix @ contraction


def contract4(pair_matrix):
    g = pair_matrix.reshape((n_prim,) * 4)
    return np.einsum('pqrs,pa,qb,rc,sd->abcd', g, contraction, contraction,
                     contraction, contraction, optimize=True)


def boys0(z):
    small = np.abs(z) < 1e-3
    w = np.sqrt(np.where(small, 1.0, z))
    series = 1 - z/3 + z**2/10 - z**3/42 + z**4/216
    return np.where(small, series, 0.5 * np.sqrt(np.pi) * erf(w) / w)


def boys1(t):
    small = t < 1e-3
    safe = np.where(small, 1.0, t)
    series = 1/3 - t/5 + t**2/14 - t**3/54 + t**4/264
    return np.where(small, series, (boys0(safe) - np.exp(-safe)) / (2*safe))


# ------------------------------------- integrals at finite field, by definition
def field_integrals(field, origin):
    b_vec = np.array([0.0, 0.0, field])
    wave = 0.5 * np.cross(b_vec, anchor - origin)
    q = wave[:, None] - wave[None]
    pc = p_centre + 0.5j * q / p_sum[..., None]
    factor = pair_factor * np.exp(1j * (q * p_centre).sum(-1)
                                  - (q**2).sum(-1) / (4 * p_sum))
    s = factor * (np.pi / p_sum)**1.5
    # (p + A) acting on a primitive multiplies it by slope.r + const
    curl = np.array([[0, -field, 0], [field, 0, 0], [0, 0, 0]])
    slope = 2j * alpha[:, None, None] * np.eye(3) + 0.5 * curl
    const = (-2j * alpha[:, None] * centre - wave
             - 0.5 * np.cross(b_vec, origin))
    right = np.einsum('nxy,mny->mnx', slope, pc) + const[None]
    left = np.einsum('mxy,mny->mnx', slope.conj(), pc) + const.conj()[:, None]
    spread = np.einsum('mxy,nxy->mn', slope.conj(), slope) / (2 * p_sum)
    h = 0.5 * s * ((left * right).sum(-1) + spread)
    for charge, site in zip(charges, sites):
        arg = p_sum * ((pc - site)**2).sum(-1)
        h = h - charge * factor * 2 * np.pi / p_sum * boys0(arg)
    p, c, f = p_sum.ravel(), pc.reshape(-1, 3), factor.ravel()
    total = p[:, None] + p[None]
    product = p[:, None] * p[None]
    arg = product / total * ((c[:, None] - c[None])**2).sum(-1)
    g = (2 * np.pi**2.5 / (product * np.sqrt(total))
         * f[:, None] * f[None] * boys0(arg))
    return contract2(s), contract2(h), contract4(g)


# ------------------------- derived first-order integrals, divided by i
def z_cross(u, v):
    return u[..., 0] * v[..., 1] - u[..., 1] * v[..., 0]


def first_order_integrals():
    r_diff = anchor[:, None] - anchor[None]
    s1 = 0.5 * z_cross(r_diff, p_centre) * overlap_prim
    b = alpha[None, :]
    pb = p_centre - centre[None]
    scalar = 3*b - 2*b**2 * ((pb**2).sum(-1) + 1.5 / p_sum)
    moment = overlap_prim[..., None] * (
        p_centre * scalar[..., None] - (2*b**2 / p_sum)[..., None] * pb)
    h1 = 0.5 * z_cross(r_diff, moment)
    angular = b * overlap_prim * z_cross(p_centre - anchor[None], pb)
    h1 = h1 + angular
    for charge, site in zip(charges, sites):
        d = p_centre - site
        arg = p_sum * (d**2).sum(-1)
        moment = (-charge * 2 * np.pi / p_sum * pair_factor)[..., None] * (
            p_centre * boys0(arg)[..., None] - d * boys1(arg)[..., None])
        h1 = h1 + 0.5 * z_cross(r_diff, moment)
    p, c, f = p_sum.ravel(), p_centre.reshape(-1, 3), pair_factor.ravel()
    total = p[:, None] + p[None]
    product = p[:, None] * p[None]
    d = c[:, None] - c[None]
    arg = product / total * (d**2).sum(-1)
    prefactor = (2 * np.pi**2.5 / (product * np.sqrt(total))
                 * f[:, None] * f[None])
    moment = prefactor[..., None] * (
        c[:, None] * boys0(arg)[..., None]
        - (p[None] / total * boys1(arg))[..., None] * d)
    bra_part = 0.5 * z_cross(r_diff.reshape(-1, 3)[:, None], moment)
    return (contract2(s1), contract2(h1), contract2(angular),
            contract4(bra_part), contract4(bra_part.T))


def coulomb(g, density):
    return np.einsum('mnls,sl->mn', g, density)


def exchange(g, density):
    return np.einsum('msln,sl->mn', g, density)


def solve_scf(integrals, c_x, density):
    s, h, g = integrals
    mixed = None
    for iteration in range(3000):
        fock = h + coulomb(g, density) - 0.5 * c_x * exchange(g, density)
        residual = np.abs(fock @ density @ s - s @ density @ fock).max()
        if iteration > 0 and residual < 1e-11:
            break
        mixed = fock if mixed is None else 0.5 * (fock + mixed)
        orbitals = eigh(mixed, s)[1][:, :n_occ]
        density = 2 * orbitals @ orbitals.conj().T
    else:
        raise RuntimeError('self-consistent field did not converge')
    energies, orbitals = eigh(fock, s)
    energy = 0.5 * np.einsum('mn,nm->', h + fock, density).real
    return energies, orbitals, density, energy


# ------------------------------------------------ response equations
def response(c_x, energies, orbitals, density, kernel):
    """kernel: 'magnetic', 'none' (coupling dropped) or 'real' (wrong type)."""
    occ, vir = orbitals[:, :n_occ], orbitals[:, n_occ:]
    e_occ, e_vir = energies[:n_occ], energies[n_occ:]
    d_occ = -2 * occ @ (occ.T @ s1 @ occ) @ occ.T
    fixed = (h1 + coulomb(g1, density) - 0.5 * c_x * exchange(g1, density)
             - 0.5 * c_x * exchange(g0, d_occ))
    q = vir.T @ fixed @ occ - (vir.T @ s1 @ occ) * e_occ
    mo = np.einsum('pqrs,pa,qb,rc,sd->abcd', g0, orbitals, orbitals,
                   orbitals, orbitals, optimize=True)
    o, v = slice(0, n_occ), slice(n_occ, None)
    cross = np.einsum('ajbi->aibj', mo[v, o, v, o])
    direct = np.einsum('abij->aibj', mo[v, v, o, o])
    size = q.size
    hessian = np.diag((e_vir[:, None] - e_occ[None]).ravel())
    if kernel == 'magnetic':
        hessian = hessian + c_x * (cross - direct).reshape(size, size)
    if kernel == 'real':
        hessian = hessian + (4 * mo[v, o, v, o]
                             - c_x * (cross + direct)).reshape(size, size)
    u = np.linalg.solve(hessian, -q.ravel()).reshape(q.shape)
    d = d_occ + 2 * (vir @ u @ occ.T - occ @ u.T @ vir.T)
    return u, d, np.linalg.eigvalsh(hessian)[0]


def electron_density(point, field, density):
    wave = 0.5 * np.cross([0.0, 0.0, field], anchor)
    prim = np.exp(-1j * wave @ point
                  - alpha * ((point - centre)**2).sum(-1))
    w = prim @ contraction
    return (w @ density @ w.conj()).real


norm = np.linalg.norm
zero = np.zeros(3)
s0, h0, g0 = [x.real for x in field_integrals(0.0, zero)]
s1, h1, angular1, g1_bra, g1_ket = first_order_integrals()
g1 = g1_bra + g1_ket

step = 0.002
fields = [step, -step, 2*step, -2*step]
at_field = {b: field_integrals(b, zero) for b in fields}


def derivative(values):
    return (8 * (values[step] - values[-step])
            - (values[2*step] - values[-2*step])) / (12 * step)


# first-order integrals against differentiated finite-field integrals
integral_errors = []
for index, formula in enumerate((s1, h1, g1)):
    numeric = derivative({b: at_field[b][index] for b in fields})
    integral_errors.append(np.abs(numeric - 1j * formula).max())
assert max(integral_errors) < 1e-8
assert np.abs(s1 + s1.T).max() < 1e-11
assert np.abs(h1 + h1.T).max() < 1e-11
assert norm(angular1) > 1e-3

# independence of the gauge origin
moved = field_integrals(step, np.array([3.0, -2.0, 1.0]))
origin_error = max(np.abs(x - y).max() for x, y in zip(moved, at_field[step]))
assert origin_error < 1e-10

# zero-field solution and response equations for full exchange
eps, orb, dens, energy = solve_scf((s0, h0, g0), 1.0, np.zeros((n_fun, n_fun)))
u_full, d_full, low_mag = response(1.0, eps, orb, dens, 'magnetic')
u_none, d_none, low_gap = response(1.0, eps, orb, dens, 'none')
u_real, d_real, low_real = response(1.0, eps, orb, dens, 'real')
assert low_mag > 0 and low_real > 0

# finite-field density matrices for full exchange
dens_b = {b: solve_scf(at_field[b], 1.0, dens)[2] for b in fields}
d_numeric = derivative(dens_b)
scale = norm(d_numeric)
conjugation_error = np.abs(dens_b[-step] - dens_b[step].conj()).max()
real_part = norm(d_numeric.real) / scale
symmetric_part = norm(d_numeric + d_numeric.T) / scale
error_full = norm(d_numeric - 1j * d_full) / scale
error_none = norm(d_numeric - 1j * d_none) / scale
error_real = norm(d_numeric - 1j * d_real) / scale
assert conjugation_error < 1e-8
assert real_part < 1e-6 and symmetric_part < 1e-6
assert error_full < 1e-6
assert error_none > 1e-3 and error_real > 1e-3

# Coulomb and exchange responses to the finite-field first-order density
coulomb_response = norm(coulomb(g0, d_numeric))
exchange_response = norm(0.5 * exchange(g0, d_numeric))
assert coulomb_response < 1e-6 and exchange_response > 1e-3

# Coulomb terms from differentiated integrals and the zero-field density
phase_on_bra = norm(coulomb(g1_bra, dens))
phase_on_ket = norm(coulomb(g1_ket, dens))
assert phase_on_bra > 1e-3 and phase_on_ket < 1e-10

# the electron density is even in the field
point = np.array([0.7, 0.9, 0.4])
rho_plus = electron_density(point, 2*step, dens_b[2*step])
rho_minus = electron_density(point, -2*step, dens_b[-2*step])
rho_zero = electron_density(point, 0.0, dens)
assert abs(rho_plus - rho_minus) < 1e-9

# without exchange the equations must decouple
eps_h, orb_h, dens_h, _ = solve_scf((s0, h0, g0), 0.0, dens)
u_h, d_h, gap_h = response(0.0, eps_h, orb_h, dens_h, 'none')
d_numeric_h = derivative({b: solve_scf(at_field[b], 0.0, dens_h)[2]
                          for b in fields})
error_h = norm(d_numeric_h - 1j * d_h) / norm(d_numeric_h)
assert gap_h > 0 and error_h < 1e-6

tesla = constants.physical_constants[
    'atomic unit of mag. flux density'][0]
print('MODEL (atomic units)')
for number, (charge, site) in enumerate(zip(charges, sites), 1):
    print(f'centre {number}: charge {charge:.1f} e, x {site[0]:.1f},'
          f' y {site[1]:.1f}, z {site[2]:.1f} bohr')
print('s exponents:', s_exponents, 'bohr^-2')
print(f'p-like: exponent {p_exponent} bohr^-2, shift {lobe_shift} bohr')
print(f'electrons {2*n_occ}, basis functions {n_fun}')
print(f'finite-field step: {step} a.u. = {step*tesla:.1f} T')
print('ZERO FIELD')
print(f'electronic energy: {energy:.6f} hartree')
print('occupied energies:', np.round(eps[:n_occ], 5), 'hartree')
print(f'lowest virtual energy: {eps[n_occ]:.5f} hartree')
print('LOWEST HESSIAN EIGENVALUES (hartree)')
print(f'orbital-energy differences only: {low_gap:.5f}')
print(f'magnetic, exchange coupling: {low_mag:.5f}')
print(f'real perturbation: {low_real:.5f}')
print('FIRST-ORDER RESULTS (per a.u. of field)')
print(f'norm of u, coupled: {norm(u_full):.6f}')
print(f'norm of u, coupling dropped: {norm(u_none):.6f}')
print(f'ratio coupled/dropped: {norm(u_full)/norm(u_none):.5f}')
print(f'largest |u|, coupled: {np.abs(u_full).max():.6f}')
print(f'norm of D1, coupled: {norm(d_full):.6f}')
print(f'norm of u, coupled, per tesla: {norm(u_full)/tesla:.4e} T^-1')
print('FOCK TERMS (norms, hartree per a.u. of field)')
print(f'Coulomb response to D1: {coulomb_response:.1e}')
print(f'exchange response to D1 (with 1/2): {exchange_response:.6f}')
print(f'Coulomb, D0, phase on Fock pair: {phase_on_bra:.6f}')
print(f'Coulomb, D0, phase on density pair: {phase_on_ket:.1e}')
print(f'angular-momentum part of h1: {norm(angular1):.6f}')
print('CHECKS AGAINST FINITE FIELD')
print('max errors of S1, h1, two-electron (a.u.):',
      ' '.join(f'{x:.1e}' for x in integral_errors))
print(f'max change on moving origin (a.u.): {origin_error:.1e}')
print(f'max |D(-B)-D(B)*|: {conjugation_error:.1e}')
print(f'relative real part of D1: {real_part:.1e}')
print(f'relative error of D1, coupled: {error_full:.1e}')
print(f'relative error, coupling dropped: {error_none:.5f}')
print(f'relative error, real-type Hessian: {error_real:.5f}')
print(f'relative error, exchange-free model: {error_h:.1e}')
print(f'density at test point, B=0: {rho_zero:.6f} bohr^-3')
print(f'density change, even in B: '
      f'{0.5*(rho_plus+rho_minus)-rho_zero:.2e} bohr^-3')
print(f'density change, odd in B: {0.5*(rho_plus-rho_minus):.1e} bohr^-3')
print('no test failed')
```

It prints:

```
MODEL (atomic units)
centre 1: charge 1.1 e, x 0.0, y 0.0, z 0.0 bohr
centre 2: charge 0.9 e, x 1.5, y 0.0, z 0.0 bohr
centre 3: charge 1.2 e, x 1.8, y 2.4, z 0.0 bohr
centre 4: charge 0.8 e, x 0.2, y 2.5, z 0.0 bohr
s exponents: [1.2, 0.3] bohr^-2
p-like: exponent 0.6 bohr^-2, shift 0.25 bohr
electrons 4, basis functions 16
finite-field step: 0.002 a.u. = 470.1 T
ZERO FIELD
electronic energy: -4.878979 hartree
occupied energies: [-0.6718  -0.36934] hartree
lowest virtual energy: 0.28237 hartree
LOWEST HESSIAN EIGENVALUES (hartree)
orbital-energy differences only: 0.65170
magnetic, exchange coupling: 0.26547
real perturbation: 0.34597
FIRST-ORDER RESULTS (per a.u. of field)
norm of u, coupled: 1.338640
norm of u, coupling dropped: 0.556429
ratio coupled/dropped: 2.40577
largest |u|, coupled: 1.300852
norm of D1, coupled: 4.529329
norm of u, coupled, per tesla: 5.6951e-06 T^-1
FOCK TERMS (norms, hartree per a.u. of field)
Coulomb response to D1: 1.6e-15
exchange response to D1 (with 1/2): 1.676471
Coulomb, D0, phase on Fock pair: 11.548916
Coulomb, D0, phase on density pair: 3.1e-16
angular-momentum part of h1: 1.839191
CHECKS AGAINST FINITE FIELD
max errors of S1, h1, two-electron (a.u.): 3.4e-11 1.2e-10 2.8e-10
max change on moving origin (a.u.): 6.2e-16
max |D(-B)-D(B)*|: 0.0e+00
relative real part of D1: 0.0e+00
relative error of D1, coupled: 2.9e-08
relative error, coupling dropped: 0.58028
relative error, real-type Hessian: 0.22572
relative error, exchange-free model: 1.8e-07
density at test point, B=0: 0.086320 bohr^-3
density change, even in B: -1.31e-07 bohr^-3
density change, odd in B: 0.0e+00 bohr^-3
no test failed
```
